# The Meta-GGA Kinetic-Energy-Density Operator: Variation, Hermiticity and Effective Mass, part 1

(Sections cited here and not found follow in the second part.)

## I. The operator and its Hermiticity

**A special case.** Take one orbital $\phi(x)$ on a line, with occupation $o$, and an energy that is a prescribed real function $g(x)$ times the kinetic-energy density. In Hartree atomic units, which are used throughout,

$$E[\phi]=\int g(x)\,\tau(x)\,dx,\qquad \tau=\frac{o}{2}|\phi'|^2 .$$

Change $\phi$ to $\phi+\varepsilon\eta$, where $\varepsilon$ is a real number and $\eta$ vanishes at the ends of the line. Since $|\phi'+\varepsilon\eta'|^2=|\phi'|^2+2\varepsilon\,\mathrm{Re}(\eta'^*\phi')+\varepsilon^2|\eta'|^2$, the slope of the energy at $\varepsilon=0$ is

$$\frac{dE}{d\varepsilon}=o\,\mathrm{Re}\int g\,\eta'^*\phi'\,dx
=-o\,\mathrm{Re}\int\eta^*(g\phi')'\,dx
=2o\,\mathrm{Re}\int\eta^*\Big[-\frac12(g\phi')'\Big]dx .$$

The second form follows by integration by parts, with no end contribution because $\eta$ vanishes there. The last form only rewrites $-1$ as $2\times(-\frac12)$. The factor 2 belongs to the pair $\phi,\phi^*$, as explained below, and the bracket is the operator acting on the orbital.

If $g=\lambda$ is constant, the bracket is $-(\lambda/2)\phi''$. Added to the ordinary kinetic operator it gives $-\frac12(1+\lambda)\phi''$, the kinetic operator of a particle of mass $1/(1+\lambda)$. If $g$ varies, it stands between the two derivatives, and the mass varies with position. The meta-GGAs treated here are functionals whose integrand depends on the density, its gradient and $\tau$; forms that also depend on the Laplacian of the density are not considered. There the function that plays the part of $g$ is the derivative of the integrand with respect to $\tau$, which is computed from the orbitals, and the dependence on the density and its gradient adds a multiplicative potential.

**Setting.** Let the orbitals $\phi_i(\mathbf r)$ have fixed real occupations $o_i>0$, and define

$$n=\sum_i o_i|\phi_i|^2,\qquad \sigma=|\nabla n|^2,\qquad \tau=\frac12\sum_i o_i|\nabla\phi_i|^2 .$$

The exchange-correlation energy is

$$E_{xc}=\int f(n,\sigma,\tau)\,d^3r ,$$

with $f$ real. Subscripts denote partial derivatives: $f_\tau=\partial f/\partial\tau$ is taken at fixed $n$ and $\sigma$, and likewise for $f_n$ and $f_\sigma$. The following is assumed.

1. In the region considered, $f$ is twice continuously differentiable at the values taken by its arguments, and the orbitals are smooth enough for the derivatives written below to exist.
2. The variations are such that the surface terms vanish. This holds for variations that are zero near the boundary, for periodic functions in a periodic cell, and for functions that decay fast enough in open space.

At a nucleus the orbitals have a cusp, so the second derivatives do not exist at that point. One then cuts out a small sphere of radius $\rho$. If $f_\tau\nabla\phi_i$ and $f_\sigma\nabla n$ stay bounded near the nucleus, the extra surface terms are at most a constant times the area $4\pi\rho^2$, and they vanish as $\rho\to0$.

The derivative with respect to $\phi_i^*$ is defined through the first-order change of a real functional,

$$\delta E=\int\Big(\delta\phi_i^*\frac{\delta E}{\delta\phi_i^*}+\text{c.c.}\Big)d^3r=2\,\mathrm{Re}\int\delta\phi_i^*\frac{\delta E}{\delta\phi_i^*}\,d^3r. \tag{1}$$

This fixes the derivative completely. A change $\eta$ gives the real part of $\int\eta^*\,\delta E/\delta\phi_i^*$, and the change $i\eta$ gives its imaginary part. Since $\eta$ is arbitrary, the function is determined.

**Lemma 1 (change of the densities).** Under $\phi_i\to\phi_i+\varepsilon\eta$ with real $\varepsilon$, the derivatives at $\varepsilon=0$ are

$$\dot n=2o_i\,\mathrm{Re}(\eta^*\phi_i),\qquad \dot\sigma=2\nabla n\cdot\nabla\dot n,\qquad \dot\tau=o_i\,\mathrm{Re}(\nabla\eta^*\cdot\nabla\phi_i).$$

*Proof.* The term of $|\phi_i+\varepsilon\eta|^2$ linear in $\varepsilon$ is $\eta^*\phi_i+\phi_i^*\eta=2\,\mathrm{Re}(\eta^*\phi_i)$, which gives $\dot n$. Differentiating $\nabla n\cdot\nabla n$ gives $\dot\sigma$. For $\tau$ the linear term of $|\nabla\phi_i+\varepsilon\nabla\eta|^2$ is $2\,\mathrm{Re}(\nabla\eta^*\cdot\nabla\phi_i)$, and the prefactor $\frac12$ in $\tau$ cancels the 2. ∎

**Theorem 1 (orbital derivative).** Under the assumptions above,

$$\frac{1}{o_i}\frac{\delta E_{xc}}{\delta\phi_i^*}=h_{xc}\phi_i,\qquad
h_{xc}\phi=v\,\phi-\frac12\nabla\cdot(f_\tau\nabla\phi),\qquad
v=f_n-\nabla\cdot(2f_\sigma\nabla n). \tag{2}$$

*Proof.* The chain rule and Lemma 1 give

$$\frac{dE_{xc}}{d\varepsilon}=\int\big[f_n\dot n+2f_\sigma\nabla n\cdot\nabla\dot n+f_\tau\dot\tau\big]d^3r .$$

For the second term use the product rule,

$$2f_\sigma\nabla n\cdot\nabla\dot n=\nabla\cdot(2f_\sigma\dot n\nabla n)-\dot n\,\nabla\cdot(2f_\sigma\nabla n).$$

The total divergence integrates to a surface term, which vanishes by assumption. The first two terms together are therefore

$$\int v\,\dot n\,d^3r=2o_i\,\mathrm{Re}\int\eta^*v\phi_i\,d^3r .$$

For the third term, again by the product rule,

$$f_\tau\nabla\eta^*\cdot\nabla\phi_i=\nabla\cdot(\eta^*f_\tau\nabla\phi_i)-\eta^*\nabla\cdot(f_\tau\nabla\phi_i).$$

The divergence drops out as before, and

$$\int f_\tau\dot\tau\,d^3r=-o_i\,\mathrm{Re}\int\eta^*\nabla\cdot(f_\tau\nabla\phi_i)\,d^3r
=2o_i\,\mathrm{Re}\int\eta^*\Big[-\frac12\nabla\cdot(f_\tau\nabla\phi_i)\Big]d^3r .$$

The sum is

$$\frac{dE_{xc}}{d\varepsilon}=2o_i\,\mathrm{Re}\int\eta^*h_{xc}\phi_i\,d^3r , \tag{3}$$

and comparison with (1) gives (2). ∎

No derivative of $f_\tau$ with respect to the orbitals appears, although $f_\tau$ depends on them. The first-order change of $f$ is the sum of its partial derivatives times the changes of its arguments. A change of $f_\tau$ itself first enters at second order.

**Remark (the two pieces of the operator).** The divergence of a product is

$$-\frac12\nabla\cdot(f_\tau\nabla\phi)=-\frac12f_\tau\nabla^2\phi-\frac12\nabla f_\tau\cdot\nabla\phi . \tag{4}$$

Both pieces are needed. Equation (3) was tested in a periodic cube of side $2\pi$ bohr with two complex orbitals, each with occupation 2, and the model function

$$f=-\frac{7}{10}n^{4/3}+\frac{\sigma}{20(1+n)}+\frac{3\tau^2}{10(1+n+\tau)} .$$

The slope of $E_{xc}$ found by finite differences of the energy is $-378.0721$ hartree, and the derived operator gives the same value to the digits shown. Without the term in $\nabla f_\tau$ the result is $-378.8245$ hartree. The discrepancy of $0.7524$ hartree is $0.2$ per cent of the slope in this model, far above the numerical error.

**The one-particle equation.** The non-interacting kinetic energy is $T_s=\int\tau\,d^3r$. It is the case $f=\tau$ of Theorem 1, with $f_\tau=1$ and $v=0$, so it contributes $-\frac12\nabla^2$. The external energy $\int v_{ext}n\,d^3r$ contributes $v_{ext}$. The Hartree energy, half the double integral of $n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$, contributes $v_H(\mathbf r)=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$, because varying either of the two equal factors $n$ gives the same result and removes the half. The full operator is

$$h=-\frac12\nabla\cdot\big[(1+f_\tau)\nabla\big]+V,\qquad V=v_{ext}+v_H+v . \tag{5}$$

Let all occupations be equal, as in a closed shell. A stationary energy under the constraints $\langle\phi_i|\phi_j\rangle=\delta_{ij}$ requires $h\phi_i=\sum_j\phi_j\Lambda_{ji}$ with multipliers $\Lambda_{ji}=\langle\phi_j|h\phi_i\rangle$. By Theorem 2 below these form a Hermitian matrix, which a unitary mixing of the orbitals makes diagonal. Such a mixing, $\phi_i'=\sum_j\phi_jU_{ji}$, leaves $n$ and $\tau$ unchanged. For example,

$$\sum_i|\nabla\phi_i'|^2=\sum_{jk}\nabla\phi_j^*\cdot\nabla\phi_k\sum_iU_{ji}^*U_{ki}=\sum_j|\nabla\phi_j|^2 ,$$

since the last sum over $i$ is $\delta_{jk}$. Hence $h$ itself is unchanged, and the equations become $h\phi_i=\varepsilon_i\phi_i$. They are solved self-consistently, as $f_\tau$ and $V$ depend on the orbitals.

**Remark (relation to the optimized potential).** This is the generalized Kohn–Sham scheme: the energy is made stationary with respect to the orbitals themselves. The optimized-potential method uses the same energy but admits only orbitals that are eigenfunctions of $-\frac12\nabla^2$ plus one multiplicative potential. Its minimum, if both minima exist, cannot lie below that of the first scheme, because it searches a smaller set. The operator in (2) is in general not multiplicative. For constant $f_\tau=\lambda$, a multiplicative replacement $w$ would have to satisfy $w=-\frac{\lambda}{2}\nabla^2\phi_i/\phi_i$ for every occupied $i$ at once. Two plane waves with different $|\mathbf k|$ already demand different values, $\lambda k^2/2$. In this example the mismatch is a constant for each orbital: plane waves are eigenfunctions in both schemes, and only the eigenvalues differ, $(1+\lambda)k^2/2$ against $k^2/2$ plus a common constant.

**Theorem 2 (Hermiticity).** Let $g$ be real and $A\phi=-\frac12\nabla\cdot(g\nabla\phi)$. For smooth functions in a region $\Omega$ with outward surface element $d\mathbf S$,

$$\langle\chi|A\phi\rangle-\langle A\chi|\phi\rangle=-\frac12\oint g\,(\chi^*\nabla\phi-\phi\nabla\chi^*)\cdot d\mathbf S . \tag{6}$$

On a set of functions for which the right side vanishes for every pair, $A$ is Hermitian. The operator of Theorem 1 is the case $g=f_\tau$.

*Proof.* The product rule $\chi^*\nabla\cdot(g\nabla\phi)=\nabla\cdot(\chi^*g\nabla\phi)-g\nabla\chi^*\cdot\nabla\phi$ and the divergence theorem give

$$\langle\chi|A\phi\rangle=\frac12\int g\,\nabla\chi^*\cdot\nabla\phi\,d^3r-\frac12\oint\chi^*g\nabla\phi\cdot d\mathbf S .$$

Because $g$ is real, $(A\chi)^*=-\frac12\nabla\cdot(g\nabla\chi^*)$, and the same steps give

$$\langle A\chi|\phi\rangle=\frac12\int g\,\nabla\chi^*\cdot\nabla\phi\,d^3r-\frac12\oint\phi\,g\nabla\chi^*\cdot d\mathbf S .$$

The volume integrals are identical, and subtraction leaves (6). ∎

The surface term vanishes in these cases:

- All functions are zero on the surface.
- The functions and $g$ are periodic, so that opposite faces cancel. Bloch functions with a common wave vector also qualify, since the phases of $\chi^*$ and $\phi$ compensate.
- The region is all space, $g$ is bounded, and the functions and their gradients decay exponentially. The integrand then beats the growth of the area, $4\pi r^2$.

**Remark (a test of the surface term).** Equation (6) was tested in the unit cube with

$$g=1+\tfrac12\sin(2x+y)+\tfrac{3}{10}z^2,\quad \chi=1+xy+iz^2,\quad \phi=(1+z)e^{i(x+2y)} .$$

These functions do not vanish on the faces. The left side, from volume quadrature, and the right side, from surface quadrature, are both $3.7110+4.8332\,i$ hartree. When both functions are multiplied by $64x(1-x)y(1-y)z(1-z)$, which is zero on every face, the difference falls to rounding error, below $10^{-15}$ hartree.

**Remark (other orderings).** Let $N\phi=-\frac12g\nabla^2\phi$. By (4), $N\phi=A\phi+\frac12\nabla g\cdot\nabla\phi$, so with vanishing surface terms

$$\langle\chi|N\phi\rangle-\langle N\chi|\phi\rangle=\frac12\int\nabla g\cdot(\chi^*\nabla\phi-\phi\nabla\chi^*)\,d^3r .$$

This is not zero in general. For the functions that vanish on the faces of the cube its size is $0.078$ hartree. One can make $N$ Hermitian by averaging it with its adjoint, $N^\dagger\phi=-\frac12\nabla^2(g\phi)$. Expanding $\nabla^2(g\phi)=g\nabla^2\phi+2\nabla g\cdot\nabla\phi+\phi\nabla^2g$,

$$\frac12(N+N^\dagger)\phi=-\frac12g\nabla^2\phi-\frac12\nabla g\cdot\nabla\phi-\frac14(\nabla^2g)\phi=A\phi-\frac14(\nabla^2g)\phi .$$

This operator is Hermitian and differs from $A$ by a potential. Hermiticity alone therefore does not select the ordering; the variation of the energy does.

**Remark (Hermitian and self-adjoint).** Theorem 2 states symmetry of matrix elements. Self-adjointness also requires that the adjoint have no larger domain. For $-\frac12d^2/dx^2$ on an interval, restricted to functions whose value and slope both vanish at the ends, the boundary term is zero whatever the other function does there. The adjoint then acts on functions without any end condition, and the operator is Hermitian but not self-adjoint. The boundary conditions are part of the definition of the operator.

## II. The position-dependent mass

**Restatement.** In Hartree atomic units, the energy $E_{xc}=\int f(n,\sigma,\tau)\,d^3r$, with $\sigma=|\nabla n|^2$ and $\tau=\frac12\sum_io_i|\nabla\phi_i|^2$, leads to the one-particle operator

$$h=-\frac12\nabla\cdot(a\nabla)+V,\qquad a(\mathbf r)=1+f_\tau(\mathbf r). \tag{7}$$

Here $V$ is real and multiplicative. It contains the external and Hartree potentials and $v=f_n-\nabla\cdot(2f_\sigma\nabla n)$. The operator is Hermitian when the surface flux vanishes. In this half $a$ and $V$ are held fixed at given orbitals. Where $a>0$, define

$$m^*(\mathbf r)=\frac{1}{a(\mathbf r)}=\frac{1}{1+f_\tau(\mathbf r)} , \tag{8}$$

in units of the electron mass $m_e$. The next theorem justifies the name.

Varying the energy with respect to the orbitals has given the operator $-\frac12\nabla\cdot[(1+f_\tau)\nabla]+V$, which is Hermitian when the surface terms vanish. It remains to show why $1/(1+f_\tau)$ deserves the name of a mass, and what that mass does and does not describe.
